# When a convergent Monte Carlo integral has an untrustworthy error estimate: test program

```python
# Result under test: a convergent integral does not make the Monte Carlo error
# estimate reliable.  For gamma* -> mu- mu+ photon (tree level, massless muons)
# the mean of V = (y1*y2)**p is alpha/(2 pi) * J, with y_i = 1 - x_i and x_i the
# muon energy fractions.  J is finite for p > 0, but an unmapped soft or
# collinear peak gives infinite weight variance for p <= 1/2.
# s = photon energy fraction, z = y1/s, N = points per run, mu = tail index.
# Typical runs then lie low, a fraction 1-p of them, at any large N.
# A finite cutoff eps gives finite variance, but N << 1/eps is still misleading.
import numpy as np
from scipy.constants import fine_structure as alpha
from scipy.integrate import quad, dblquad
from scipy.special import gamma, beta

rng = np.random.default_rng(12345)
P = 0.25
MU = 1 / (1 - P)


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


def dirichlet(a, b):
    return gamma(a) * gamma(b) / gamma(a + b + 1)


# --- Matrix element from explicit Dirac matrices, with total energy 1 ---
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gam = [np.kron(pauli[2], np.eye(2))]
gam += [np.kron(1j * pauli[1], m) for m in pauli]
metric = np.array([1.0, -1.0, -1.0, -1.0])


def slash(v):
    return sum(metric[i] * v[i] * gam[i] for i in range(4))


def dot(a, b):
    return float(np.sum(metric * a * b))


def rate_from_traces(x1, x2):
    e1, e2, x3 = x1 / 2, x2 / 2, 2 - x1 - x2
    c = 1 - (1 - x3) / (2 * e1 * e2)
    p1 = np.array([e1, 0, 0, e1])
    p2 = np.array([e2, e2 * np.sqrt(1 - c * c), 0, e2 * c])
    k = np.array([1.0, 0, 0, 0]) - p1 - p2
    assert abs(dot(k, k)) < 1e-12
    total = 0.0
    for m in range(4):
        for n in range(4):
            amp = gam[n] @ slash(p1 + k) @ gam[m] / (2 * dot(p1, k))
            amp = amp - gam[m] @ slash(p2 + k) @ gam[n] / (2 * dot(p2, k))
            bar = gam[0] @ amp.conj().T @ gam[0]
            tr = np.trace(slash(p1) @ amp @ slash(p2) @ bar).real
            total += metric[m] * metric[n] * tr
    q1 = np.array([0.5, 0, 0, 0.5])
    q2 = np.array([0.5, 0, 0, -0.5])
    born = sum(-metric[m] * np.trace(slash(q1) @ gam[m] @ slash(q2)
                                     @ gam[m]).real for m in range(4))
    phase_ratio = (1 / (128 * np.pi**3)) / (1 / (8 * np.pi))
    return phase_ratio * 4 * np.pi * alpha * total / born


for x1, x2 in [(0.7, 0.8), (0.95, 0.6), (0.55, 0.9)]:
    formula = alpha / (2 * np.pi) * (x1**2 + x2**2) / ((1 - x1) * (1 - x2))
    assert close(rate_from_traces(x1, x2), formula, 1e-10)

# Flat three-body phase space against two successive two-body decays
nodes, wts = np.polynomial.legendre.leggauss(24)
unit, unit_w = (nodes + 1) / 2, wts / 2
m2, cosine = np.meshgrid(unit, nodes, indexing="ij")
pair_e, pair_p = (1 + m2) / 2, (1 - m2) / 2
xa, xb = pair_e + pair_p * cosine, pair_e - pair_p * cosine
measure = np.outer(unit_w, wts / 2) * (1 - m2) / (2 * np.pi * (8 * np.pi)**2)
moment = np.sum(measure * (1 - xa) * (1 - xb))
assert close(moment, dirichlet(2, 2) / (128 * np.pi**3), 1e-11)

# --- Exact integral, checked by quadrature with y_i = u_i**4 ---
J = 2 * (dirichlet(P, P) - 2 * dirichlet(P + 1, P) + dirichlet(P + 2, P))
J_quad = dblquad(lambda v, u: 16 * ((1 - u**4)**2 + (1 - v**4)**2),
                 0, 1, 0, lambda u: (1 - u**4)**0.25)[0]
assert close(J_quad, J, 1e-6)


# --- Second moment with the soft peak mapped and z cut at delta ---
def second_moment(p, delta):
    s = unit**(1 / (2 * p))

    def integrand(t):
        z = np.exp(t)
        g = (1 - s * z)**2 + (1 - s * (1 - z))**2
        return 2 * z * (z * (1 - z))**(2*p - 2) * np.sum(unit_w*g*g) / (2*p)**2
    return quad(integrand, np.log(delta), np.log(0.5), limit=300,
                epsrel=1e-9)[0]


m2_coarse, m2_fine = second_moment(P, 1e-4), second_moment(P, 1e-8)
edge = quad(lambda r: (1 + (1 - r * r)**2)**2, 0, 1)[0]
assert close(second_moment(P, 1e-10) * 1e-5, 16 * edge, 1e-3)
h4, h8, h12 = [second_moment(0.5, d) for d in (1e-4, 1e-8, 1e-12)]
assert close(h12 - h8, h8 - h4, 2e-3) and h8 - h4 > 1
assert close(second_moment(0.75, 1e-12), second_moment(0.75, 1e-8), 1e-3)

# --- Limiting probability that the mean lies above J ---
# First the transform of a one-sided power tail, then its inversion.
re = quad(lambda x: -2 * np.sin(x / 2)**2 * x**(-MU - 1), 0, 1)[0]
re += quad(lambda x: x**(-MU - 1), 1, np.inf, weight="cos", wvar=1)[0] - 1/MU
im = quad(lambda x: (np.sin(x) - x) * x**(-MU - 1), 0, 1)[0]
im += quad(lambda x: x**(-MU - 1), 1, np.inf, weight="sin", wvar=1)[0]
im -= 1 / (MU - 1)
tail_transform = re + 1j * im
assert abs(tail_transform - gamma(-MU) * np.exp(-0.5j * np.pi * MU)) < 1e-5
lam = -tail_transform / abs(tail_transform)
above = 0.5 + quad(lambda k: np.exp(-lam * k**MU).imag / k, 0, 40,
                   limit=300)[0] / np.pi
assert abs(above - (1 - 1 / MU)) < 1e-5


# --- Samplers: each returns weights whose expectation is the integral ---
def matrix_factor(s, z):
    return (1 - s * z)**2 + (1 - s * (1 - z))**2


def flat(n):
    s, z = np.sqrt(rng.random(n)), rng.random(n)
    return 0.5 * matrix_factor(s, z) * (s * s * z * (1 - z))**(P - 1)


def soft_only(n):
    s, z = rng.random(n)**(1 / (2 * P)), rng.random(n)
    return matrix_factor(s, z) * (z * (1 - z))**(P - 1) / (2 * P)


def full_map(n):
    s, z = rng.random(n)**(1 / (2 * P)), rng.beta(P, P, n)
    return matrix_factor(s, z) * beta(P, P) / (2 * P)


EPS = 1e-10
LOG = np.log(1 / EPS)


def cutoff_flat(n):
    return (1 - EPS) / (EPS + (1 - EPS) * rng.random(n))


def study(sampler, n, runs, truth):
    est, err = np.empty(runs), np.empty(runs)
    for i in range(runs):
        w = sampler(n)
        est[i], err[i] = w.mean(), w.std(ddof=1) / np.sqrt(n)
    pull = (est - truth) / err
    return dict(est=est, err=err, med=np.median(est), mederr=np.median(err),
                below=np.mean(est < truth), pull=np.median(pull),
                c1=np.mean(abs(pull) < 1), c2=np.mean(abs(pull) < 2),
                low=np.mean(pull < -2), high=np.mean(pull > 2))


N1, N2, R_SOFT, R_OTHER = 1000, 16000, 2000, 1000
soft1 = study(soft_only, N1, R_SOFT, J)
soft2 = study(soft_only, N2, R_SOFT, J)
flat2 = study(flat, N2, R_OTHER, J)
full1 = study(full_map, N1, R_OTHER, J)
full2 = study(full_map, N2, R_OTHER, J)
cut2 = study(cutoff_flat, N2, R_OTHER, LOG)

# Infinite variance: low typical runs, slow scaling, no repair by larger N
deficit_ratio = (J - soft2["med"]) / (J - soft1["med"])
error_ratio = soft2["mederr"] / soft1["mederr"]
scaling = (N2 / N1)**(-P)
assert abs(soft2["below"] - (1 - P)) < 0.05
assert abs(deficit_ratio - scaling) < 0.12
assert abs(error_ratio - scaling) < 0.10
assert soft1["c2"] < 0.85 and soft2["c2"] < 0.85
assert abs(soft1["c2"] - soft2["c2"]) < 0.07
assert soft2["high"] < 0.01 < soft2["low"]
assert flat2["med"] < J and flat2["c2"] < 0.85

# Finite variance after full mapping: ordinary scaling and coverage
full_ratio = full2["mederr"] / full1["mederr"]
assert close(full_ratio, (N2 / N1)**-0.5, 0.03)
assert abs(full2["c1"] - 0.6827) < 0.065
assert abs(full2["c2"] - 0.9545) < 0.03
spread_ratio = full2["est"].std(ddof=1) / full2["mederr"]
assert abs(spread_ratio - 1) < 0.10

# Power tail of the soft-only weights
tail_c = 2 * quad(lambda r: ((1 + (1 - r*r)**2) / (2*P))**MU, 0, 1)[0]
T = 1000.0
tail_seen = np.mean([np.mean(soft_only(400000) > T) for _ in range(10)])
tail_law = tail_c * T**(-MU)
assert close(tail_seen, tail_law, 0.10)

# Finite but huge variance with a cutoff
cut_m2 = quad(lambda t: (1 - EPS) * np.exp(-t), np.log(EPS), 0, limit=300)[0]
assert close(cut_m2, (1 - EPS)**2 / EPS, 1e-7)
n_one_percent = (cut_m2 - LOG**2) / (0.01 * LOG)**2
assert cut2["med"] < LOG and cut2["c2"] < 0.4


# --- Sudden jumps, measured in the error reported just before the jump ---
def trace_run(sampler):
    w = sampler(N2)
    n = np.arange(1, N2 + 1)
    mean = np.cumsum(w) / n
    var = np.cumsum(w * w)[1:] / n[1:] - mean[1:]**2
    err = np.sqrt(np.maximum(var, 0) / (n[1:] - 1))  # entries for n = 2, 3, ...
    jump = np.diff(mean)
    assert np.all(abs(jump[1:]) <= err[1:] * (1 + 1e-6))
    size = jump[N1:] / err[N1 - 1:-1]
    i = int(np.argmax(size)) + N1
    return size.max(), i + 2, mean[i], err[i - 1], mean[i + 1], err[i], w[i + 1]


TRACES, THRESHOLD = 300, 5.0
soft_traces = [trace_run(soft_only) for _ in range(TRACES)]
full_traces = [trace_run(full_map) for _ in range(TRACES)]
hits = [i for i, t in enumerate(soft_traces) if t[0] > THRESHOLD]
full_hits = sum(t[0] > THRESHOLD for t in full_traces)
assert len(hits) > 0 and full_hits == 0
size, when, m_old, e_old, m_new, e_new, big = soft_traces[hits[0]]

# --- Printed results; all quantities are dimensionless ---
print("All values dimensionless; errors are one reported error")
print(f"p = {P}, tail index mu = {MU:.4f}, alpha = {alpha:.7f}")
print(f"exact J = {J:.6f}, quadrature J = {J_quad:.6f}")
print(f"mean observable <V> = {alpha / (2 * np.pi) * J:.6f}")
print(f"cut second moment, delta=1e-4: {m2_coarse:.5g}")
print(f"cut second moment, delta=1e-8: {m2_fine:.5g}")
print(f"tail constant C = {tail_c:.4f}")
print(f"P(w>{T:.0f}): sampled {tail_seen:.3e}, law {tail_law:.3e}")
print(f"limiting probability of a high run = {above:.4f}")
print(f"runs: soft-only {R_SOFT}, each other scheme {R_OTHER}")
for name, n, d in [("soft-only", N1, soft1), ("soft-only", N2, soft2),
                   ("flat", N2, flat2), ("full map", N1, full1),
                   ("full map", N2, full2), ("cutoff flat", N2, cut2)]:
    print(f"{name}, N={n}: median {d['med']:.4f}, error {d['mederr']:.4f}")
    print(f"  low runs {d['below']:.3f}, median pull {d['pull']:.3f}")
    print(f"  coverage: 1 error {d['c1']:.3f}, 2 errors {d['c2']:.3f}")
    print(f"  misses beyond 2: low {d['low']:.3f}, high {d['high']:.3f}")
print(f"soft-only ratios N2/N1: deficit {deficit_ratio:.3f}, "
      f"error {error_ratio:.3f}")
print(f"predicted N**(-p) ratio = {scaling:.3f}")
print(f"full-map error ratio N2/N1 = {full_ratio:.4f}")
print(f"full-map actual spread / reported error = {spread_ratio:.3f}")
print(f"jump search: {TRACES} runs, N={N2}, after point {N1}")
print(f"runs with jump > {THRESHOLD:.0f} old errors: "
      f"soft-only {len(hits)}, full map {full_hits}")
print(f"first such run: number {hits[0] + 1}, at point {when}")
print(f"  before: {m_old:.4f} +- {e_old:.4f}")
print(f"  after:  {m_new:.4f} +- {e_new:.4f}")
print(f"  new weight {big:.5g}, jump {size:.2f} old errors")
print(f"  same jump = {(m_new - m_old) / e_new:.3f} new errors")
print(f"cutoff eps = {EPS:.0e}, exact integral = {LOG:.4f}")
print(f"cutoff second moment = {cut_m2:.4e}")
print(f"flat points for 1 percent true error = {n_one_percent:.3e}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
All values dimensionless; errors are one reported error
p = 0.25, tail index mu = 1.3333, alpha = 0.0072974
exact J = 22.248896, quadrature J = 22.248896
mean observable <V> = 0.025840
cut second moment, delta=1e-4: 3945.7
cut second moment, delta=1e-8: 3.9567e+05
tail constant C = 9.0150
P(w>1000): sampled 9.093e-04, law 9.015e-04
limiting probability of a high run = 0.2500
runs: soft-only 2000, each other scheme 1000
soft-only, N=1000: median 20.1958, error 1.7889
  low runs 0.740, median pull -1.129
  coverage: 1 error 0.442, 2 errors 0.654
  misses beyond 2: low 0.346, high 0.000
soft-only, N=16000: median 21.1659, error 0.9197
  low runs 0.745, median pull -1.172
  coverage: 1 error 0.438, 2 errors 0.644
  misses beyond 2: low 0.355, high 0.000
flat, N=16000: median 19.1913, error 1.8691
  low runs 0.794, median pull -1.573
  coverage: 1 error 0.371, 2 errors 0.544
  misses beyond 2: low 0.456, high 0.000
full map, N=1000: median 22.2503, error 0.1844
  low runs 0.494, median pull 0.008
  coverage: 1 error 0.675, 2 errors 0.965
  misses beyond 2: low 0.017, high 0.018
full map, N=16000: median 22.2490, error 0.0461
  low runs 0.499, median pull 0.002
  coverage: 1 error 0.685, 2 errors 0.961
  misses beyond 2: low 0.019, high 0.020
cutoff flat, N=16000: median 11.3304, error 1.8605
  low runs 0.902, median pull -6.274
  coverage: 1 error 0.163, 2 errors 0.234
  misses beyond 2: low 0.766, high 0.000
soft-only ratios N2/N1: deficit 0.527, error 0.514
predicted N**(-p) ratio = 0.500
full-map error ratio N2/N1 = 0.2500
full-map actual spread / reported error = 0.986
jump search: 300 runs, N=16000, after point 1000
runs with jump > 5 old errors: soft-only 39, full map 0
first such run: number 16, at point 2362
  before: 20.5263 +- 1.2675
  after:  38.2222 +- 17.7412
  new weight 41818, jump 13.96 old errors
  same jump = 0.997 new errors
cutoff eps = 1e-10, exact integral = 23.0259
cutoff second moment = 1.0000e+10
flat points for 1 percent true error = 1.886e+11
ALL CHECKS PASSED
```
